**Circular selection rule at the valleys of a massive Dirac model**

The program tests that absorption at the valley point \(\tau=+1\) (K) or \(\tau=-1\) (K′) requires photon angular momentum \(s=\tau\) along \(+z\), for a positive gap parameter \(\Delta\). It differentiates and diagonalises a honeycomb-lattice Hamiltonian and asserts that the allowed strength is \(2(\hbar v)^2\), where \(v\) is the Dirac velocity, that the other vanishes within numerical tolerance, and that reversing the sign of \(\Delta\) reverses the rule. Away from the valley point it asserts that numerical eigenvectors of the Dirac model reproduce the formulas for the strengths and the degree of polarisation. It also integrates the time-dependent Schrödinger equation without a rotating-wave approximation and compares the populations with the closed solution. In the example, resonant light of the allowed polarisation transfers the whole population in 67.5 fs, while the other polarisation reaches at most \(9.15\times10^{-5}\). Finally, it strengthens one lattice bond by 10% and asserts that the leakage agrees with a prediction from velocities extracted from the band energies. The output gives a leakage of \(4.3\times10^{-3}\) of the favoured strength in both valleys.

## Verification by program

```python
# Result under test: in the massive Dirac model
#   H = hbar*v*(tau*kx*sx + ky*sy) + (gap/2)*sz,  tau = +1 (K), -1 (K'),
# absorption at k = 0 occurs only for polarisation (x + i*s*y)/sqrt(2)
# with s = tau. Here s = +1 or -1 is the photon angular momentum along +z.
# "Strength" is |<c| eps . dH/dk |v>|^2 in (eV Angstrom)^2.
# Units: eV, Angstrom, fs. The electron charge is -e.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

HBAR = const.hbar / const.e * 1e15          # eV fs
lattice_a = 3.2                             # Angstrom
hopping = 1.25                              # eV
gap = 1.6                                   # eV
field = 0.01                                # V/Angstrom
hv = np.sqrt(3) * lattice_a * hopping / 2   # eV Angstrom

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
BONDS = lattice_a * np.array([[0, 1 / np.sqrt(3)],
                              [0.5, -0.5 / np.sqrt(3)],
                              [-0.5, -0.5 / np.sqrt(3)]])


def dirac(k, tau, mass=gap):
    return hv * (tau * k[0] * SX + k[1] * SY) + mass / 2 * SZ


def lattice(k, mass=gap, first_bond=1.0):
    hops = hopping * np.array([first_bond, 1.0, 1.0])
    ab = -np.sum(hops * np.exp(1j * BONDS @ np.asarray(k)))
    return np.array([[mass / 2, ab], [np.conj(ab), -mass / 2]])


def valley_point(tau):
    return np.array([tau * 4 * np.pi / (3 * lattice_a), 0.0])


def strengths(hamiltonian, k):
    """Interband strengths for s = +1 and s = -1, from numerical dH/dk."""
    k = np.asarray(k, float)
    step = 1e-4
    grad = [(hamiltonian(k + d) - hamiltonian(k - d)) / (2 * step)
            for d in step * np.eye(2)]
    vec = np.linalg.eigh(hamiltonian(k))[1]
    valence, conduction = vec[:, 0], vec[:, 1]
    return {s: abs(np.vdot(conduction,
                           (grad[0] + 1j * s * grad[1]) @ valence))**2 / 2
            for s in (1, -1)}


print(f"lattice constant a = {lattice_a:.2f} Angstrom")
print(f"hopping t = {hopping:.3f} eV")
print(f"gap Delta = {gap:.3f} eV")
print(f"hbar v = {hv:.4f} eV Angstrom")
print(f"velocity v = {hv / HBAR * 1e5:.4e} m/s")

# The lattice Hamiltonian approaches the Dirac form with a k^2 error.
for tau in (1, -1):
    errors = []
    for q in (0.01, 0.005):
        dk = q * np.array([np.cos(0.3), np.sin(0.3)])
        errors.append(np.abs(lattice(valley_point(tau) + dk)
                             - dirac(dk, tau)).max())
    assert abs(errors[0] / errors[1] - 4) < 0.1

# Selection rule on the full lattice, and its reversal with the mass sign.
for tau, name in ((1, "K"), (-1, "K'")):
    result = strengths(lattice, valley_point(tau))
    assert abs(result[tau] / (2 * hv**2) - 1) < 1e-6
    assert result[-tau] < 1e-12 * hv**2
    flipped = strengths(lambda k: lattice(k, -gap), valley_point(tau))
    assert abs(flipped[-tau] / (2 * hv**2) - 1) < 1e-6
    assert flipped[tau] < 1e-12 * hv**2
    for s in (1, -1):
        print(f"lattice strength at {name}, s={s:+d}: "
              f"{result[s]:.4f} (eV Angstrom)^2")

# Rotation covariance of the light coupling, for a threefold rotation.
alpha = 2 * np.pi / 3
for tau in (1, -1):
    phase = np.exp(-1j * alpha * tau / 2)
    rot = np.diag([phase, np.conj(phase)])
    for ex, ey in ((1, 0), (0, 1)):
        rx = np.cos(alpha) * ex - np.sin(alpha) * ey
        ry = np.sin(alpha) * ex + np.cos(alpha) * ey
        left = rot @ (tau * ex * SX + ey * SY) @ rot.conj().T
        assert np.allclose(left, tau * rx * SX + ry * SY, atol=1e-13)

# Finite k: numerical eigenvectors against the closed formula.
for tau in (1, -1):
    for mass in (gap, 0.4, 0.0):
        for k in (0.03, 0.1, 0.3):
            for angle in (0.2, 1.7, 4.0):
                kv = k * np.array([np.cos(angle), np.sin(angle)])
                res = strengths(lambda p: dirac(p, tau, mass), kv)
                cosine = mass / np.hypot(mass, 2 * hv * k)
                for s in (1, -1):
                    formula = hv**2 / 2 * (1 + s * tau * cosine)**2
                    assert abs(res[s] - formula) < 1e-8 * hv**2
                pol = (res[1] - res[-1]) / (res[1] + res[-1])
                assert abs(pol - 2 * tau * cosine / (1 + cosine**2)) < 1e-8

small_k = 0.01
res = strengths(lambda p: dirac(p, 1), [small_k, 0])
small_ratio = res[-1] / res[1]
small_law = (hv * small_k / gap)**4
assert abs(small_ratio / small_law - 1) < 0.01
print(f"k={small_k:.2f} 1/Angstrom: wrong/right = {small_ratio:.3e}, "
      f"small-k law = {small_law:.3e}")
print("Dirac valley K: k in 1/Angstrom, transition energy in eV,")
print("strengths in (eV Angstrom)^2, degree of polarisation")
for k in (0.0, 0.05, 0.10, 0.20, 0.30):
    res = strengths(lambda p: dirac(p, 1), [k, 0])
    levels = np.linalg.eigvalsh(dirac([k, 0], 1))
    pol = (res[1] - res[-1]) / (res[1] + res[-1])
    print(f"k={k:.2f} energy={levels[1] - levels[0]:.4f} "
          f"s=+1: {res[1]:.4f} s=-1: {res[-1]:.4f} pol={pol:.4f}")


# Driven dynamics at the valley point, with no rotating-wave approximation.
def populations(tau, s, photon, times):
    omega = photon / HBAR
    shift = field / (np.sqrt(2) * photon)   # e*A/hbar amplitude, 1/Angstrom

    def rhs(time, psi):
        k = shift * np.array([-np.sin(omega * time),
                              s * np.cos(omega * time)])
        return -1j / HBAR * (dirac(k, tau) @ psi)

    sol = solve_ivp(rhs, (times[0], times[-1]), np.array([0, 1], complex),
                    method="DOP853", t_eval=times, rtol=1e-9, atol=1e-11)
    assert sol.success
    return np.abs(sol.y[0])**2


coupling = hv * field / (np.sqrt(2) * gap)
transfer_time = np.pi * HBAR / (2 * coupling)
times = np.linspace(0, transfer_time, 2001)
print(f"field amplitude E0 = {field:.3f} V/Angstrom")
print(f"resonant photon energy = {gap:.3f} eV")
print(f"coupling W = {coupling * 1e3:.3f} meV")
print(f"full-transfer time = {transfer_time:.2f} fs")
for photon in (gap, 1.1 * gap):
    strength_w = hv * field / (np.sqrt(2) * photon)
    for tau, name in ((1, "K"), (-1, "K'")):
        for s in (1, -1):
            pop = populations(tau, s, photon, times)
            rate = np.hypot(strength_w, (gap - s * tau * photon) / 2) / HBAR
            exact = (strength_w / (HBAR * rate))**2 * np.sin(rate * times)**2
            assert np.abs(pop - exact).max() < 1e-6
            if photon == gap:
                print(f"largest driven population at {name}, s={s:+d}: "
                      f"{pop.max():.4e}")
bound = coupling**2 / (coupling**2 + gap**2)
print(f"antiresonant population bound = {bound:.4e}")

# One stronger bond breaks threefold symmetry. The velocities come from
# band energies alone; the leakage comes from the eigenvectors.
bond_factor = 1.1


def strained(k):
    return lattice(k, first_bond=bond_factor)


def upper_energy(k):
    return np.linalg.eigvalsh(strained(k))[1]


for tau, name in ((1, "K"), (-1, "K'")):
    centre = valley_point(tau)[0]
    found = minimize_scalar(lambda x: upper_energy([x, 0.0]),
                            bounds=(centre - 0.3, centre + 0.3),
                            method="bounded", options={"xatol": 1e-10})
    edge = np.array([found.x, 0.0])
    q = 1e-3
    speeds = []
    for d in q * np.eye(2):
        mean_square = (upper_energy(edge + d)**2
                       + upper_energy(edge - d)**2) / 2
        speeds.append(np.sqrt(mean_square - upper_energy(edge)**2) / q)
    predicted = ((speeds[0] - speeds[1]) / (speeds[0] + speeds[1]))**2
    res = strengths(strained, edge)
    leakage = res[-tau] / res[tau]
    assert leakage > 1e-4
    assert abs(leakage / predicted - 1) < 2e-3
    if tau == 1:
        print(f"altered bond factor = {bond_factor:.2f}")
        print(f"band-edge shift along x = {edge[0] - centre:.4f} 1/Angstrom")
        print(f"altered hbar vx = {speeds[0]:.4f} eV Angstrom")
        print(f"altered hbar vy = {speeds[1]:.4f} eV Angstrom")
        print(f"leakage predicted from velocities = {predicted:.4e}")
    print(f"wrong/right strength at altered {name} edge = {leakage:.4e}")

print("ALL CHECKS PASSED")
```

Printed output:

```
lattice constant a = 3.20 Angstrom
hopping t = 1.250 eV
gap Delta = 1.600 eV
hbar v = 3.4641 eV Angstrom
velocity v = 5.2629e+05 m/s
lattice strength at K, s=+1: 24.0000 (eV Angstrom)^2
lattice strength at K, s=-1: 0.0000 (eV Angstrom)^2
lattice strength at K', s=+1: 0.0000 (eV Angstrom)^2
lattice strength at K', s=-1: 24.0000 (eV Angstrom)^2
k=0.01 1/Angstrom: wrong/right = 2.193e-07, small-k law = 2.197e-07
Dirac valley K: k in 1/Angstrom, transition energy in eV,
strengths in (eV Angstrom)^2, degree of polarisation
k=0.00 energy=1.6000 s=+1: 24.0000 s=-1: 0.0000 pol=1.0000
k=0.05 energy=1.6371 s=+1: 23.4596 s=-1: 0.0031 pol=0.9997
k=0.10 energy=1.7436 s=+1: 22.0646 s=-1: 0.0407 pol=0.9963
k=0.20 energy=2.1166 s=+1: 18.4997 s=-1: 0.3574 pol=0.9621
k=0.30 energy=2.6230 s=+1: 15.5525 s=-1: 0.9126 pol=0.8891
field amplitude E0 = 0.010 V/Angstrom
resonant photon energy = 1.600 eV
coupling W = 15.309 meV
full-transfer time = 67.54 fs
largest driven population at K, s=+1: 1.0000e+00
largest driven population at K, s=-1: 9.1544e-05
largest driven population at K', s=+1: 9.1544e-05
largest driven population at K', s=-1: 1.0000e+00
antiresonant population bound = 9.1544e-05
altered bond factor = 1.10
band-edge shift along x = 0.0367 1/Angstrom
altered hbar vx = 3.3407 eV Angstrom
altered hbar vy = 3.8105 eV Angstrom
leakage predicted from velocities = 4.3169e-03
wrong/right strength at altered K edge = 4.3169e-03
wrong/right strength at altered K' edge = 4.3169e-03
ALL CHECKS PASSED
```
